# The Bond Table Setting and the Count of Beta Hydrogens

Titanium tetra-tert-butoxide carries 36 hydrogen atoms, and none of them is a beta hydrogen. Tetrakis(dimethylamido)titanium carries 24, and every one is. Both are volatile titanium compounds with four equal ligands, so neither the number of hydrogens nor the number of ligands explains the difference. What matters is how many bonds separate each hydrogen from the metal.

Many electronic-structure programs keep a table of bonded atom pairs, found from interatomic distances or supplied by the user. They use it to set up internal coordinates, to divide a molecule into fragments or to assign force-field terms. A purely quantum-mechanical energy at fixed nuclear positions does not need it, but a count of beta hydrogens rests on it entirely. This guide derives the count, then asks what the bond table must satisfy for the count to be right.

## What is counted

In beta-hydride elimination a hydrogen moves from a ligand to the metal. For an ethyl ligand,

$$\mathrm{M{-}CH_2{-}CH_3\;\rightarrow\;M{-}H+CH_2{=}CH_2}.$$

The hydrogen comes from the second atom of the ligand, counted from the metal.

Treat the molecule as a graph, with atoms as vertices and covalent bonds as edges. All hydrogens are included, and a double bond is one edge. An alpha atom is bonded to the metal M. A beta atom is bonded to an alpha atom and is neither M nor itself an alpha atom. A beta hydrogen is a hydrogen carried by a beta atom. The alpha atom need not be carbon: it is nitrogen in an amide and oxygen in an alkoxide.

Let $d(\mathrm M,X)$ be the number of bonds on the shortest path from M to atom $X$. Assume one metal, and one bond for each hydrogen. Then a hydrogen H is a beta hydrogen if and only if

$$d(\mathrm M,\mathrm H)=3 .$$

The proof has two parts. First, let $X$ be the one neighbour of H. Every path from M to H must end with the bond $X$–H, so it has at least $d(\mathrm M,X)+1$ bonds. A shortest path to $X$ cannot pass through H, because H has no second bond by which to leave. Adding the bond $X$–H to that path therefore gives a valid path to H, and

$$d(\mathrm M,\mathrm H)=d(\mathrm M,X)+1 .$$

Second, a beta atom has $d=2$: its bond to an alpha atom gives $d\le 2$, and being neither M nor an alpha atom excludes 0 and 1. Conversely, if $d(\mathrm M,X)=2$, the middle atom of a shortest path is an alpha atom, so $X$ is a beta atom. Hence the carrier of H is a beta atom exactly when $d(\mathrm M,\mathrm H)=2+1=3$.

## Finding the distances

Breadth-first search finds all the distances in one pass.

1. Label M with 0 and put it in a queue.
2. Take the first atom out of the queue; call its label $d$.
3. Give each unlabelled neighbour the label $d+1$ and put it at the end of the queue.
4. Repeat from step 2 until the queue is empty.
5. Count the hydrogens labelled 3.

The labels are shortest distances, by induction. Suppose that all atoms up to distance $d$ are correctly labelled, and that those at distance $d$ are next in the queue. An atom at distance $d+1$ has a neighbour at distance $d$, namely the last atom before it on a shortest path. It has no neighbour closer to M than that, or its own distance would be smaller. It is therefore still unlabelled when layer $d$ is processed, and then receives $d+1$. An atom farther away has no neighbour in layer $d$ and must wait. The atoms of layer $d+1$ now stand next in the queue, and the argument repeats.

Each atom leaves the queue once, and its list of neighbours is then read. Every bond appears in two such lists, so a connected molecule with $B$ bonds needs $2B$ looks. Tetrakis(dimethylamido)titanium has 37 atoms and 36 bonds, which gives 72 looks. The cost of the search is no reason to accept a doubtful bond table.

## Four ligands by hand

If a ligand is drawn without hydrogens, they follow from valence. In a singly bonded skeleton, an atom of valence $v$ with $s$ drawn bonds carries $v-s$ hydrogens, where $v=4,3,2$ for C, N and O. The bond to the metal counts among the $s$ for alkyl, amide and alkoxide ligands. It does not count for a neutral donor such as an amine or an ether, which binds through a lone pair and has one hydrogen more than the formula below gives.

The total gives a check on the drawing. Take a ligand without rings or multiple bonds, bound to the metal by one such counted bond, with $C$ carbons, $N$ nitrogens and $O$ oxygens. Its $C+N+O$ skeleton atoms are joined by $C+N+O-1$ bonds. Each of these uses two valences, and the metal bond uses one more. The number of hydrogens is therefore

$$\begin{aligned}
n_{\mathrm H}&=4C+3N+2O-2(C+N+O-1)-1\\
&=2C+N+1 .
\end{aligned}$$

**Ethyl**, M–CH₂–CH₃, has $2\cdot2+1=5$ hydrogens. The first carbon has label 1 and its two hydrogens have label 2. The second carbon has label 2 and its three hydrogens have label 3. The count is 3.

**Neopentyl**, M–CH₂–C(CH₃)₃, has 11 hydrogens. Two sit on the alpha carbon, at distance 2. The beta carbon is bonded to four carbons and has no hydrogen. The nine methyl hydrogens are at distance 4. The count is 0.

**Dimethylamide**, M–N(CH₃)₂, has 6 hydrogens. Nitrogen is the alpha atom, both carbons are beta atoms, and all six hydrogens are at distance 3. The count is 6.

**Tert-butoxide**, M–O–C(CH₃)₃, has 9 hydrogens. Oxygen is the alpha atom, and the central carbon is a beta atom without hydrogen. All nine hydrogens are at distance 4. The count is 0.

Small changes of structure can matter a great deal. Binding the tert-butyl group directly to the metal, without the oxygen, moves its nine hydrogens from distance 4 to distance 3, and the count rises from 0 to 9. Replacing one methyl group of tert-butoxide by hydrogen gives isopropoxide, whose count is 1.

For a whole precursor, the single-ligand counts add if the ligands are joined only through M. A shortest path never returns to M, since cutting out the loop would shorten it, so it stays within one ligand. The totals are

- diethylzinc: $2\times3=6$;
- tetraneopentyltitanium: $4\times0=0$;
- tetrakis(dimethylamido)titanium: $4\times6=24$;
- titanium tetra-tert-butoxide: $4\times0=0$.

## How a wrong bond changes the count

A table built from distances joins two atoms when their separation is below a cutoff for that pair of elements. Near a metal this can miss a real bond or add a false one. The search then gives correct distances in the wrong graph.

If the only bond between a ligand and the metal is missing, the search never reaches the ligand. Its beta hydrogens vanish from the count, and the resulting zero looks like that of a neopentyl ligand. Atoms left without a label reveal this fault, unless false metal–hydrogen bonds reconnect the ligand; then the hydrogens with two bonds reveal it.

False metal–hydrogen bonds have different effects, depending on the hydrogen:

- **Alpha-carbon hydrogen.** Its label falls from 2 to 1. Its carbon already had label 1, so nothing else changes, and the beta count survives.
- **Beta hydrogen.** Its label falls from 3 to 1. Its carbon keeps label 2, and the other hydrogens on that carbon keep label 3. One such bond in ethyl lowers the count from 3 to 2.
- **Methyl hydrogen of neopentyl.** Its label falls from 4 to 1, and the label of its carbon falls from 3 to 2. The other two hydrogens on that carbon now have label 3, so the count rises from 0 to 2.

The second case can arise from a real attraction. In an agostic contact, a C–H bond leans towards the metal and shares electron density with it. For this count the contact must not be entered as a bond, because the hydrogen still belongs to its carbon. A hydrogen with two entries in the table is the warning sign.

## Choosing the cutoff

The geometry of an ethyl ligand shows how low the metal–hydrogen cutoff must be. Let $a$, $b$ and $c$ be the M–C, C–C and C–H bond lengths. Let both the M–C–C and the C–C–H angle equal $\theta$, and let $\varphi$ be the torsion angle M–C–C–H. Put the alpha carbon at the origin and the beta carbon at $(b,0,0)$. Then

$$\begin{aligned}
\mathbf r_{\mathrm M}&=(a\cos\theta,\;a\sin\theta,\;0),\\
\mathbf r_{\mathrm H}&=(b-c\cos\theta,\;c\sin\theta\cos\varphi,\;c\sin\theta\sin\varphi).
\end{aligned}$$

The minus sign in $\mathbf r_{\mathrm H}$ appears because the angle at the beta carbon is measured from the direction back to the alpha carbon. The squared M···H distance is

$$\begin{aligned}
D^2&=[b-(a+c)\cos\theta]^2\\
&\quad+\sin^2\theta\,[(c\cos\varphi-a)^2+c^2\sin^2\varphi]\\
&=[b-(a+c)\cos\theta]^2\\
&\quad+\sin^2\theta\,[a^2+c^2-2ac\cos\varphi],
\end{aligned}$$

where the last step uses $\cos^2\varphi+\sin^2\varphi=1$. As $\varphi$ goes from 0 to 180°, $-\cos\varphi$ rises steadily, and so does $D$. The hydrogen is nearest the metal at $\varphi=0$, where M–C–C–H is planar with M and H on the same side.

Take the rough lengths $a=0.210$ nm, $b=0.153$ nm and $c=0.109$ nm, with the tetrahedral angle 109.47°, for which $\cos\theta=-1/3$ and $\sin^2\theta=8/9$. At $\varphi=0$ the last bracket is $(a-c)^2$, so

$$\begin{aligned}
D(0)&=\sqrt{\left(0.153+\frac{0.319}{3}\right)^2+\frac89(0.101)^2}\ \text{nm}\\
&=0.276\ \text{nm}.
\end{aligned}$$

The same formula gives 0.311 nm at 60°, 0.371 nm at 120° and 0.397 nm at 180°.

The three methyl hydrogens have torsions 120° apart. In the staggered form their distances are 0.311, 0.311 and 0.397 nm; in the eclipsed form they are 0.276, 0.371 and 0.371 nm. Suppose that the cutoff is 0.29 nm. The staggered form then has no false bond to a beta hydrogen and gives 3, while the eclipsed form has one and gives 2. With a cutoff of 0.33 nm, the staggered form has two false bonds and gives 1, while the eclipsed form still gives 2. The count has become a function of conformation, although no bond has formed or broken.

For this rigid ethyl, the metal–hydrogen cutoff must therefore lie below 0.276 nm if the count is to be 3, the correct value, at every torsion. With a tetrahedral M–C–H angle the two alpha hydrogens are nearer still, at $\sqrt{a^2+c^2-2ac\cos\theta}=0.267$ nm. A cutoff between 0.267 and 0.276 nm keeps the count at 3 but gives these hydrogens two bonds, so a table with one bond for each hydrogen needs a cutoff below 0.267 nm. The cutoff should also exceed the length of any real metal hydride bond in the molecule; a missed terminal hydride does not change the count, but it is left without a label.

The metal–carbon cutoff $r_{\mathrm{MC}}$ has limits on both sides. It must exceed $a$, or the M–C bond is lost and the ligand is reached only through false metal–hydrogen bonds, if at all. It must also stay below the distance from M to the beta carbon, or that carbon becomes an alpha atom and the count falls to 0. By the law of cosines,

$$a<r_{\mathrm{MC}}<\sqrt{a^2+b^2-2ab\cos\theta}.$$

Some programs use one scale factor $\lambda$ and join atoms $i$ and $j$ when their separation is below $\lambda(R_i+R_j)$, where $R_i$ and $R_j$ are tabulated covalent radii. For this ethyl, the limits on the bonds to the metal then become

$$\begin{aligned}
\lambda(R_{\mathrm M}+R_{\mathrm C})&>a,\\
\lambda(R_{\mathrm M}+R_{\mathrm C})&<\sqrt{a^2+b^2-2ab\cos\theta},\\
\lambda(R_{\mathrm M}+R_{\mathrm H})&<D(0).
\end{aligned}$$

These limits are necessary but not sufficient: the same $\lambda$ must also be large enough to keep every C–C and C–H bond. If no $\lambda$ meets all three, no single scale factor gives the right count at every torsion, and the bonds near the metal should be entered by hand.

Even a good cutoff can fail when the ligand bends. Keep $\varphi=0$ and the C–C–H angle $\theta$, but let the M–C–C angle be $\alpha$. Then

$$D^2=(b-c\cos\theta-a\cos\alpha)^2+(c\sin\theta-a\sin\alpha)^2 .$$

Differentiating, the two terms in $a^2\sin\alpha\cos\alpha$ cancel, which leaves

$$\frac{dD^2}{d\alpha}=2a\left[(b-c\cos\theta)\sin\alpha-c\sin\theta\cos\alpha\right].$$

For $\alpha$ between 90° and 180°, $\cos\alpha$ is negative. Since $\cos\theta$ is negative too, both terms are positive. Closing the M–C–C angle from its tetrahedral value therefore brings the hydrogen nearer than 0.276 nm. This is the motion needed for an agostic contact and for the elimination itself. The beta carbon approaches the metal as well, and with scaled radii its false bond can come first. For $\lambda=1.2$ and radii of 0.160, 0.076 and 0.031 nm for M, C and H, the false bond to the beta carbon appears below about 101°, sending the count to 0, and the false bond to the hydrogen only below about 94°. Along a reaction path, the bond table should be taken from the intact reactant and held fixed for the count.

## Rings and second metals

The third power of the adjacency matrix $A$ looks like a shorter route to the count. Here $A_{ij}=1$ for bonded atoms and 0 otherwise, and $(A^3)_{\mathrm{MH}}$ is the number of three-step walks from M to H. Since H has one neighbour $X$,

$$(A^3)_{\mathrm{MH}}=\sum_Y (A^2)_{\mathrm MY}A_{Y\mathrm H}=(A^2)_{\mathrm MX}.$$

For $X\neq\mathrm M$, this is the number of neighbours that M and $X$ share. In the four ligands above, a beta atom shares one neighbour with M and any other carrier of hydrogen shares none, so the walk count is correct.

Small rings that include the metal can break the agreement. In a metallacyclobutane, a ring of M and three CH₂ groups, the beta carbon shares two neighbours with M. Its two hydrogens contribute four walks, although there are two beta hydrogens. In a metallacyclopropane, a ring of M and two CH₂ groups, both carbons are alpha atoms and the beta count is 0. Each shares the other carbon with M, so the four hydrogens again give four walks. The search should therefore use shortest distances.

A second metal needs separate care. In M–O–M′–H, the hydrogen is three bonds from M, so the distance rule reports 1. It is a hydride on M′, however, not a hydrogen on a ligand atom. Removing M′ from the graph before searching from M gives the correct count, 0. The search can then be repeated from M′ with M removed. The two counts should not simply be added when a ligand bridges both metals, because one hydrogen may be a beta hydrogen for each.

## What the count says about a precursor

The number of beta hydrogens is not a rate. Suppose that $n$ equivalent hydrogens react by independent routes with the same prefactor $\nu$ and barrier $E$. Their rates add:

$$k=n\nu e^{-E/k_{\mathrm B}T}.$$

Compare six hydrogens having barrier $E+\Delta E$ with three having barrier $E$, at the same temperature and prefactor:

$$\frac{k_6}{k_3}=\frac63\,e^{-\Delta E/k_{\mathrm B}T}=2e^{-\Delta E/k_{\mathrm B}T}.$$

The advantage of the larger number is lost when this ratio equals 1, which gives $\Delta E=k_{\mathrm B}T\ln2$. At 473 K, $k_{\mathrm B}T=0.0408$ eV and the required rise is 0.0283 eV. A chosen barrier difference of 0.1 eV changes the rate by a factor of $e^{0.1/0.0408}=11.6$, far more than the factor of 2 from the count. Ranking dimethylamide against ethyl therefore needs their barriers, calculated or measured.

The temperature of 473 K is a rough value for the heated zone of a vapour-deposition reactor; a source vessel is commonly kept cooler. At lower temperature the same barrier difference matters more, while the factor from the count stays at 2. The bond lengths are also rough, and a real zinc or titanium compound needs its own. Real ligands differ in barrier and prefactor, which breaks the assumption behind the factor of 2; the 0.1 eV case shows how far this can move a comparison. The graph also does not show whether the metal has a vacant site to receive the hydrogen, or whether a ring prevents the planar approach.

A zero closes the ordinary beta-hydride route of the intact ligand, but it does not establish thermal stability. Neopentyl compounds can react through their alpha hydrogens, and tert-butoxides can release isobutene by taking a hydrogen from a methyl group. The count is best used to decide which reaction paths to calculate: beta-hydride transfer where it is positive, and the other routes in either case.

Before using it for a molecule with one metal, confirm that every atom has been reached from the metal, that every hydrogen has one bond, and that the metal has its intended neighbours. If a small change of cutoff or conformation alters the count, inspect the bonds near the metal before drawing any chemical conclusion.
